\section*{Ray effects and particle balance in multigroup electron transport for lithography}

\section{Choosing the number of azimuths}

Before a computed exposure map is used to place a threshold contour, one must decide how many directions the electrons may travel in. The cost of a transport sweep is proportional to that number, and a coarse set can balance particles as well as a fine one. The question is whether such a balance justifies the coarse set. For a narrow source it does not: a balanced solution can carry a false angular pattern that displaces the contour.

Consider an infinitely long line along $y$, with cross-section in the $x$--$z$ plane and $z$ normal to the resist film. Electrons move steadily and incoherently, and emerge isotropically from the source and from every collision. Elastic rates are transport-corrected: their forward-scattering part has been removed. The outer faces are open, without a surface barrier or returning electrons. Those at constant $z$ represent the film surfaces; those at constant $x$ are artificial cuts through the resist. Exposure means the density of trapping events per source electron.

\section{The multigroup equations}

In atomic units an electron of energy $E$ has speed $v=\sqrt{2E}$. Let $n$ be the density in position, direction $\boldsymbol\Omega$ and energy. In a steady state, outflow plus collisions equals production:
\begin{equation}
v\boldsymbol\Omega\cdot\nabla n+v\Sigma n=\text{production}.
\end{equation}
Here $\Sigma$ is the collision probability per path length. With $\psi=vn$ the speed disappears from the left side. Number the energy groups from high to low, integrate $\psi$ over group $g$, and write $\phi_g=\int\psi_g\,d\Omega$. Then
\begin{equation}
\boldsymbol\Omega\cdot\nabla\psi_g+\Sigma_g\psi_g
=\frac{1}{4\pi}\Big[q_g+\Sigma^{\rm el}_g\phi_g
+\sum_{g'\le g}\Sigma^{\rm in}_{g'}T_{g'g}\phi_{g'}\Big],
\label{eq:transport}
\end{equation}
with $\Sigma_g=\Sigma^{\rm el}_g+\Sigma^{\rm in}_g+\Sigma^{\rm tr}_g$. The factor $1/4\pi$ spreads isotropic production over directions. $T_{g'g}$ is the mean number of electrons delivered to group $g$ by one inelastic collision in $g'$.

The model loss $W$ is uniform between 5 eV and $W_{\max}$. If $W$ exceeds the ionization cost $I=10$ eV, a secondary leaves with energy $W-I$. Calling the faster electron the primary requires $E-W\ge W-I$, hence $W\le(E+I)/2$; also $W\le E$. Thus $W_{\max}=\min[E,(E+I)/2]$.

Each collision returns one primary, plus a secondary with probability $P(W>I)$. For $E\ge10$ eV, $W_{\max}-5=E/2$ in eV, so
\begin{equation}
P(W>I)=\frac{(E+10)/2-10}{E/2}=1-\frac{10}{E}.
\end{equation}
Within a group we take a flat energy weight. The mean number of outgoing electrons from the 50--80 eV group is therefore
\begin{equation}
\sum_gT_{1g}=2-\frac{10}{30}\int_{50}^{80}\frac{dE}{E}
=2-\frac13\ln\frac{80}{50}=1.843,
\end{equation}
which agrees with the numerically averaged matrix.

\subsection{Particle balance}

Integrate Eq.~\eqref{eq:transport} over directions and the cross-section, then sum over groups. The streaming term becomes the outward leakage $L$, by the divergence theorem. Elastic terms cancel. An inelastic collision removes one electron and returns $\sum_gT_{g'g}$. With $\Phi_g=\int\phi_g\,dx\,dz$ and unit source,
\begin{equation}
1+\sum_{g'}\Sigma^{\rm in}_{g'}\Big(\sum_gT_{g'g}-1\Big)\Phi_{g'}
=\sum_g\Sigma^{\rm tr}_g\Phi_g+L.
\label{eq:balance}
\end{equation}
Source plus secondaries equals trapped plus leaked. No angular shape appears in this identity. It counts electrons, not energy, and flat group averaging does not guarantee an energy balance.

\section{Discrete ordinates and the sweep}

Write $\xi=\cos\theta$ for the direction cosine along $y$ and $\omega$ for the azimuth in the cross-section:
\begin{equation}
\Omega_x=\sin\theta\cos\omega,\qquad
\Omega_z=\sin\theta\sin\omega.
\end{equation}
Three Gauss points cover $0<\xi<1$; reflection supplies the negative half. The azimuths are $\omega_m=\omega_0+2\pi m/M$, $m=0,\ldots,M-1$, with $\omega_0=\pi/M$ unless stated otherwise. If the polar weights $p_l$ sum to one, each combined weight is $2p_l(2\pi/M)$, and the total is $4\pi$.

On square cells of side $h$, consider a direction with positive components. Let $S$ be the right side of Eq.~\eqref{eq:transport}. Cell balance reads
\begin{equation}
\frac{\Omega_x}{h}(\psi_x^{\rm out}-\psi_x^{\rm in})
+\frac{\Omega_z}{h}(\psi_z^{\rm out}-\psi_z^{\rm in})
+\Sigma\psi=S.
\label{eq:cell}
\end{equation}
The diamond-difference closure makes the cell value the mean of opposite edges, so $\psi^{\rm out}=2\psi-\psi^{\rm in}$ and each edge difference is $2(\psi-\psi^{\rm in})$. With $a_x=2|\Omega_x|/h$ and $a_z=2|\Omega_z|/h$,
\begin{equation}
\psi=\frac{S+a_x\psi_x^{\rm in}+a_z\psi_z^{\rm in}}
{\Sigma+a_x+a_z}.
\end{equation}
Absolute values cover the other quadrants, where the sweep starts from the corresponding upstream corner. A cell needs its two upstream neighbours, so cells on one diagonal can be solved together. When Eq.~\eqref{eq:cell} is multiplied by $h^2$ and summed, every interior edge appears twice with opposite signs. Only boundary leakage remains, and the discrete equations inherit Eq.~\eqref{eq:balance}.

The algorithm is as follows.
\begin{enumerate}
\item Start with the highest group and form its external source from $q_g$ and the higher groups.
\item Add the within-group source from the previous scalar flux, sweep all ordinates, and sum their weighted values.
\item Repeat until the flux changes little; then move to the next lower group.
\end{enumerate}

\subsection{Iteration error and what the residual measures}

Let $\Sigma_w=\Sigma_g^{\rm el}+\Sigma_g^{\rm in}T_{gg}$. In an infinite medium, an error $e^{i\mathbf B\cdot\mathbf r}$ in the old scalar flux produces an angular error with denominator $\Sigma+i\mathbf B\cdot\boldsymbol\Omega$. Let $u$ be the cosine between $\boldsymbol\Omega$ and $\mathbf B$. The error is multiplied by
\begin{equation}
\frac{\Sigma_w}{2}\int_{-1}^{1}\frac{du}{\Sigma+iBu}
=\frac{\Sigma_w}{\Sigma}\,
\frac{\arctan(B/\Sigma)}{B/\Sigma}.
\end{equation}
The odd imaginary part integrates to zero. The factor is largest at $B=0$, where it equals $c=\Sigma_w/\Sigma$. Open faces exclude a uniform error, which lowers the factor. In the lowest group of the example $c=0.4/0.7=0.571$; the observed factor is 0.536.

The last sweep used $\phi^{\rm old}$ in its scattering source, whereas the balance is evaluated with $\phi^{\rm new}$. Subtracting the two balances gives the group residual
\begin{equation}
R_g=\Sigma_w\int(\phi_g^{\rm new}-\phi_g^{\rm old})\,dx\,dz .
\end{equation}
Apart from rounding, the residual therefore measures unfinished iteration. It contains no estimate of angular error.

\section{Why a compact source produces rays}

For an ideal thread in a purely absorbing medium, the unscattered flux is circular. A source point seen at distance $R$ contributes $e^{-\Sigma R}/(4\pi R^2)$. At distance $\rho$ from the thread put $R=\rho/\cos\chi$, so $dy=\rho\,d\chi/\cos^2\chi$. Then
\begin{equation}
\phi=\frac{1}{4\pi\rho}\int_{-\pi/2}^{\pi/2}
e^{-\Sigma\rho/\cos\chi}\,d\chi
=\frac{{\rm Ki}_1(\Sigma\rho)}{2\pi\rho},
\end{equation}
where ${\rm Ki}_1(a)=\int_0^{\pi/2}e^{-a/\cos\chi}d\chi$ is the Bickley function. A source of finite width is obtained by convolution.

Now give the thread a Gaussian cross-section of rms width $s$ along each axis. Fix a polar angle and let $t$ be distance projected on the cross-section; attenuation is then $e^{-\kappa t}$, with $\kappa=\Sigma/\sin\theta$. An observer at radius $r$ and azimuth $\alpha$ receives electrons travelling along $\omega=\alpha+\delta$. The source point lies at squared radius
\begin{equation}
r^2+t^2-2rt\cos\delta=(t-r\cos\delta)^2+r^2\sin^2\delta .
\end{equation}
Apart from constants, the angular flux is
\begin{equation}
f(\delta)=e^{-r^2\sin^2\delta/2s^2}\int_0^\infty
e^{-\kappa t-(t-r\cos\delta)^2/2s^2}dt.
\end{equation}
If $r-\kappa s^2\gg s$, the lower limit can be moved to $-\infty$. Completing the square gives $\sqrt{2\pi}\,s\,e^{-\kappa r\cos\delta+\kappa^2s^2/2}$. For $s\ll r$ only small $\delta$ matter; using $\sin^2\delta\simeq\delta^2$ and $\cos\delta\simeq1-\delta^2/2$,
\begin{equation}
f(\delta)\propto e^{-\delta^2/2v},\qquad
\frac1v=\frac{r^2}{s^2}-\kappa r .
\label{eq:v}
\end{equation}
From here on $v$ denotes the angular variance of the beam, not the electron speed. The attenuation term widens the beam slightly, because an off-axis ray has a shorter projected path, $r\cos\delta$, from the point where it passes closest to the thread axis.

Expand $f(\delta)=\sum_kf_ke^{ik\delta}$. The equal-azimuth sum contains
\begin{equation}
\frac{2\pi}{M}\sum_{m=0}^{M-1}e^{ik\omega_m}
=\begin{cases}2\pi e^{ik\omega_0},&k=jM,\ j\in\mathbb Z,\\0,&\text{otherwise,}\end{cases}
\end{equation}
since it is a geometric sum. A continuous integral would keep $k=0$ alone; the discrete sum also keeps multiples of $M$. As $f$ is even, the terms $k=\pm M$ combine to
\begin{equation}
\frac{\phi_M(\alpha)}{\langle\phi_M\rangle}
=1+2\frac{f_M}{f_0}\cos[M(\alpha-\omega_0)]+\cdots .
\end{equation}
For the narrow Gaussian, completing the square in its Fourier integral gives $f_k/f_0=e^{-k^2v/2}$. The false harmonic has relative amplitude
\begin{equation}
\boxed{\epsilon_M=2e^{-M^2v/2}} .
\label{eq:ripple}
\end{equation}

When $M\sqrt v\gg1$, neighbouring beams overlap and the error is exponentially small. When $M\sqrt v\ll1$, they separate and $\epsilon_M$ approaches 2, the first harmonic of a comb of sharp rays. Refining the spatial mesh does not remove this error. At fixed $M$ the relative ripple grows with distance, although attenuation reduces the unscattered flux itself.

Dropping the small term $\kappa r$ gives $v\simeq s^2/r^2$. Requiring $\epsilon_M\le\epsilon$ and taking logarithms,
\begin{equation}
M\ge\frac rs\sqrt{2\ln\frac2\epsilon}.
\label{eq:rule}
\end{equation}
This rule is an estimate, not a strict bound. It applies to unscattered flux from a Gaussian thread, equal azimuths and $r\gg s$.

\section{A worked exposure map}

The group edges are 80, 50, 30, 15, 5 and 0 eV, with the source uniform in the top group. From high to low energy, the inelastic rates are 1.40, 1.20, 0.70, 0.25 and 0 nm$^{-1}$. The elastic rate is 0.40 nm$^{-1}$ throughout; trapping acts in the lowest group at 0.30 nm$^{-1}$. A thread with $s=0.5$ nm lies at the centre of a 12 nm square divided into 0.2 nm cells. Mesh, polar points and material data stay fixed as $M$ changes.

\subsection{Unscattered flux}

The ripple law contains no outer faces, so we first test it in an unbounded medium. At $r=8$ nm and $\kappa=0.7$ nm$^{-1}$, Eq.~\eqref{eq:v} gives $1/v=256-5.6=250.4$. For $M=24$,
\begin{equation}
\epsilon_{24}=2\exp\!\left[-\frac{24^2}{2(250.4)}\right]=0.633,
\end{equation}
against 0.630 from direct integration along the rays. For $M=32$ the values are 0.259 and 0.258.

For one per cent ripple at 4 nm, Eq.~\eqref{eq:rule} gives $M\ge8\sqrt{2\ln200}=26.0$. The next multiple of four, which preserves the symmetry of the square, is 28. Direct ray sums give 7.7\% at $M=20$ and 0.41\% at $M=28$. Equation~\eqref{eq:ripple} gives 0.33\% for the latter, because the beam is not exactly Gaussian. The next term in $\sin^2\delta\simeq\delta^2-\delta^4/3$ multiplies $f$ by about $1+\delta^4/(6v)$. To first order this raises the variance by $2v^2$ and adds a fourth cumulant $4v^3$, so the exponent changes by $-M^2v^2+M^4v^3/6$. With $1/v=61.2$ and $M=28$ the change is $+0.24$, which raises 0.33\% to 0.42\%. The last term grows fastest with $M$, so the law is less accurate for very small ripples.

A separate sweep with $M=32$, $\Sigma=0.7$ nm$^{-1}$ and no scattering gives a ring-averaged flux of 0.01976 nm$^{-1}$ at 2 nm. The Bickley integral convolved with the Gaussian gives 0.01955 nm$^{-1}$. The 1.1\% difference combines mesh and polar errors; the ring average suppresses ripple.

\subsection{Balanced maps with different errors}

\begin{center}
\begin{tabular}{rcccc}
$M$ & trapped & leaked & map error at 4 nm & contour spread\\
4 & 3.993 & 0.429 & $-24$ to $+43$\% & 1.08 nm\\
8 & 3.940 & 0.475 & $-3.7$ to $+4.2$\% & 0.13 nm\\
16 & 3.944 & 0.472 & $-0.19$ to $+0.17$\% & 0.020 nm\\
32 & 3.944 & 0.472 & reference & 0.017 nm
\end{tabular}
\end{center}

Yields are per source electron. Map errors are relative to $M=32$, so they exclude mesh and polar errors common to both maps. The contour spread is the largest minus the smallest radius at one threshold, the mean reference exposure on the 4 nm circle. The small spreads are not converged in the mesh: without a mesh they fall to about 0.125, 0.013 and 0.010 nm for $M=8$, 16 and 32. The remaining reference spread comes from the open faces of the square, not from the ordinates.

For $M=32$ the balance is $1+3.416=3.944+0.472$ to the digits shown. The residual is between $1.6\times10^{-6}$ and $1.8\times10^{-6}$ for all four sets, including the one whose map is wrong by 43\%. Even the total trapped number changes by only 1.2\% between $M=4$ and $M=32$. Leakage is more sensitive, being 9\% too low at $M=4$.

A map error becomes a contour error through the exposure slope. If the local exposure $A$ is multiplied by $1+\eta$, constancy of the threshold requires $\eta+(d\ln A/dr)\delta r=0$ to first order, or
\begin{equation}
\delta r=\frac{\eta}{|d\ln A/dr|}.
\end{equation}
For $M=8$, the 7.9\% range of $\eta$ and the spread of 0.130 nm (1.30~\AA) correspond to an effective slope of about 0.60 nm$^{-1}$; this is their ratio, not a separate measurement of $|d\ln A/dr|$. The slope of the ring-averaged map at 4 nm is somewhat steeper, about 0.64 nm$^{-1}$; the spread also contains the departure of the reference contour from a circle, which lowers the ratio. For the large error at $M=4$ we use logarithms: $\ln(1.434/0.764)/0.64\simeq0.98$ nm, within about 10\% of the computed 1.08 nm.

Rotation identifies the origin of the pattern. Between 3 and 5 nm, the false eighth harmonic for $M=8$ is $-0.0364$ relative to the $M=32$ map. Setting $\omega_0=0$ instead of $\pi/8$ changes it to $+0.0365$, as $\cos[8(\alpha-\omega_0)]$ predicts. Averaging these two maps would cancel this harmonic almost completely, at the cost of two solutions.

Scattering makes the pattern much weaker than in unscattered flux. For $M=8$ at 4 nm, with $\kappa=0.7$ nm$^{-1}$, Eq.~\eqref{eq:ripple} gives an amplitude of 1.19 (for the source group, with $\Sigma=1.8$ nm$^{-1}$ and the polar sum, the ripple is 1.11), compared with 0.036 in the trapping map. Later collisions act as a broader source, but do not erase the preferred directions.

Monte Carlo histories with the same group data but no fixed ordinates give 3.949 trapped and 0.473 leaked electrons, and an rms trapping radius of 3.113 nm against 3.111 nm for $M=32$. Their fourth harmonic between 3 and 5 nm is $-0.0007\pm0.0035$, where the uncertainty treats trapping events as independent. The $M=32$ value, $-0.0070$, is compatible with this; the $M=4$ value, $-0.299$, is not. Without a mesh the open faces alone give about $-0.004$, so part of the $M=32$ value is mesh error.

\subsection{A line exposed through the film}

A source uniform in $z$ is a second case. In an infinitely deep film the flux cannot depend on $z$, so separate rays cannot appear along the line. For a thin sheet emitting one electron per unit area, with $\mu=|\Omega_x|$, the unscattered flux is
\begin{equation}
\phi(x)=2\pi\int_0^1\frac{e^{-\Sigma|x|/\mu}}{4\pi\mu}\,d\mu
=\frac12E_1(\Sigma|x|),
\end{equation}
where $E_1$ is the exponential integral. Discrete ordinates replace it by a finite sum: the error becomes one of slab quadrature. The faces of a real film break the translational symmetry.

For a line with the same 0.5 nm rms width in $x$, extending through the 12 nm film, the $M=8$ error at $x=4$ nm lies between $-0.86$ and $+0.58$\% for $|z|\le4$ nm. At mid-depth it is $-0.86$\%. In an unbounded medium without a mesh the same error is only $-0.16$\%, so slab quadrature is a small part of it; the rest comes from the finite square and the mesh. The thread estimate therefore should not be applied unchanged to a full-depth line.

\section{What angular convergence leaves unresolved}

The data are rough values for a polymer resist exposed to 92 eV extreme-ultraviolet light. The thread is much narrower than a typical printed line; it serves as an elementary exposure kernel. The assumed optical absorption of 0.02 nm$^{-1}$ is high for an organic resist and closer to a strongly absorbing, metal-containing one. Low-energy scattering and trapping rates vary with material and are uncertain, so the computed blur is a model result.

For the trapped yield, group averaging matters more here than refining beyond $M=8$. Following continuous energies lowers the trapped yield from 3.95 to 3.58, or by 9\%. The grouped calculation redraws the energy within a group after collisions, which can restore energy already lost; removing that step is the sole model change in this comparison. Giving inelastic products forward directions from free two-body kinematics then raises the rms trapping radius from 3.07 to 3.34 nm, also 9\%. Both radii refer to electrons trapped inside the square.

At 2.5 eV the wavelength is 0.78 nm, and wave number times mean free path is 11.6. Incoherent transport is plausible at this energy, but the margin shrinks towards zero energy. With relative permittivity 3, attraction to one positive charge at 1 nm is 0.48 eV, about a fifth of 2.5 eV. At 300 K this attraction equals the thermal energy at 18.6 nm, beyond the whole square. Recombination of slowed electrons could therefore change the yield substantially; the model does not determine by how much. By symmetry, half of the 11\% of electrons that leak out cross the film surfaces, where a barrier would return some of them. The other half cross the side cuts; in a continuous film they would travel on through resist, and some would be trapped there or scatter back. The yields and contours therefore belong to the isolated square.

The map is also an average over many exposures. A peak dose of 40 mJ/cm$^2$ corresponds to 27.1 photons per nm$^2$. The Gaussian thread has the effective area $2\pi s^2=1.57$ nm$^2$. With the assumed absorption and one photoelectron per absorbed photon, a 10 nm length of the thread produces $27.1\times0.02\times1.57\times10=8.5$ photoelectrons on average. Their relative Poisson noise is $1/\sqrt{8.53}=0.34$, far above the 4\% ray error at $M=8$. The noise varies from one exposure to another, whereas the ray error stays fixed to the ordinates and survives averaging.

For this thread, $M=8$ suffices if a contour spread of 0.13 nm is acceptable at 4 nm; $M=16$ brings the spread close to the reference value. Another source width, distance or scattering rate requires a new comparison in $M$, preferably with one rotated set. The numerical output gives the remaining digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
group edges (eV): 80 50 30 15 5 0
inelastic rates (1/nm): 1.40 1.20 0.70 0.25 0.00
elastic rate, all groups (1/nm): 0.40
trapping rate, lowest group (1/nm): 0.30
minimum loss, ionization cost (eV): 5, 10
electrons out per inelastic collision, groups 1-4: 1.8433 1.7446 1.5379 1.0945
thread rms width, square side, cell (nm): 0.5, 12.0, 0.2
unscattered ripple, r=8 nm, M=24: law 0.6332, ray sum 0.6295
unscattered ripple, r=8 nm, M=32: law 0.2588, ray sum 0.2575
M for 1% unscattered ripple at 4 nm: 26.0, use 28
ripple at 4 nm: M=20: 0.0769; M=28: 0.00408
unscattered flux at 2 nm (1/nm): sweep 0.01976, integral 0.01955
balances below are per source electron
M=4: secondary 3.42132, trapped 3.99278, leaked 0.42854
M=4: balance residual 1.8e-06
M=8: secondary 3.41571, trapped 3.94026, leaked 0.47545
M=8: balance residual 1.8e-06
M=16: secondary 3.41599, trapped 3.94382, leaked 0.47217
M=16: balance residual 1.6e-06
M=32: secondary 3.41602, trapped 3.94422, leaked 0.47179
M=32: balance residual 1.6e-06
last-group iteration factor: 0.536; bound 0.571
Monte Carlo: trapped 3.9492, leaked 0.4733
trap rms radius (nm): ordinates 3.111, Monte Carlo 3.113
reference exposure at 4 nm (1/nm^2): 0.02201
M=4: map error at 4 nm (%): -23.63 to 43.39
M=8: map error at 4 nm (%): -3.70 to 4.15
M=16: map error at 4 nm (%): -0.19 to 0.17
M=4: contour radius spread (nm): 1.075
M=8: contour radius spread (nm): 0.130
M=16: contour radius spread (nm): 0.020
M=32: contour radius spread (nm): 0.017
M=8 contour spread (angstrom): 1.30
false 8th harmonic, 3-5 nm: -0.0364; rotated 0.0365
4th harmonic, 3-5 nm: M=4 -0.2987, M=32 -0.0070
4th harmonic, Monte Carlo: -0.0007 +/- 0.0035
full-depth line, M=8 error at x=4 nm (%): -0.86 to 0.58
full-depth line, M=8 mid-depth error (%): -0.86
continuous energy: trapped 3.579, rms 3.071 nm
forward inelastic: trapped 3.429, rms 3.344 nm
forward inelastic: leaked 0.5394
wavelength at 2.5 eV (nm): 0.776; wave number times mean path: 11.6
relative permittivity: 3.0; temperature (K): 300.0
hole attraction at 1 nm (eV): 0.480
thermal Coulomb capture radius (nm): 18.6
dose (mJ/cm2), photon (eV), absorption (1/nm): 40.0, 92.0, 0.02
photoelectrons per 10 nm of thread: 8.53; relative shot noise: 0.34
\end{verbatim}
